# How the DKHn error of hydrogen-like s levels scales with Z

For the 1s level of hydrogen-like hafnium, Hf⁷¹⁺, treated with a point nucleus, the first-order Douglas-Kroll-Hess energy lies 91.4 hartree below the Dirac energy. The second-order energy lies 4.90 hartree above it, and the third-order energy 0.49 hartree below. The error thus falls by a factor of 19 and then by a factor of 10. Yet the parameter in which the method expands, $Z/c$, is 0.525 here, so one more power of it gains a factor of only 1.9. Where does the rest come from, and how do these errors depend on $Z$?

## 1. The problem and its single parameter

One electron moves in the field of a fixed point charge $Z$. The reference is the Dirac equation with this potential; nuclear size, recoil and radiative effects are left out. For Hf⁷¹⁺ a Gaussian nucleus of rms radius 5.34 fm would change the three errors above to −90.0, 4.67 and −0.46 hartree. Hartree atomic units are used for results. In the derivation lengths are measured in $1/c$ (the reduced Compton length), momenta in $c$ and energies in $c^2$. The Hamiltonian, with the rest energy kept, becomes

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta+\lambda v,\qquad v=-\frac1r,\qquad \lambda=\frac Zc .$$

Only $\lambda$ remains. DKHn decouples positive from negative energies by unitary steps ordered in powers of $\lambda$, and keeps the decoupled terms through $\lambda^n$. Define

$$\delta_n=E(\mathrm{DKH}n)-E(\mathrm{Dirac}).$$

The result to be derived, for fixed $n$ and principal number $\nu$ as $\lambda\to0$, is

$$\delta_n\simeq-\frac{G_{n+1}}{\pi\nu^3}\,\frac{Z^{n+4}}{c^{n+2}},\tag{1}$$

where $G_{n+1}$ is a pure number once the form of the unitary steps is fixed; here they are exponentials. The leading term carries no logarithm. For $n=1$ a logarithm appears in the first correction.

## 2. The terms that DKHn keeps and omits

**Free transformation.** Let $e=\sqrt{1+q^2}$, $R=\boldsymbol\sigma\cdot\mathbf q/(e+1)$ and $A=\sqrt{(e+1)/2e}$. The free spinors with energies $+e$ and $-e$ are

$$u_q=A\begin{pmatrix}\chi\\R\chi\end{pmatrix},\qquad w_q=A\begin{pmatrix}-R\chi\\\chi\end{pmatrix}.$$

For $u_q$ the upper row gives $1+q^2/(e+1)=e$, because $q^2=(e-1)(e+1)$. The lower row gives $\boldsymbol\sigma\cdot\mathbf q-R=eR$. The same two identities give $-e$ for $w_q$. The norm is right because $R^2=(e-1)/(e+1)$, so that $A^2(1+R^2)=1$.

In this basis the free part is $h=\mathrm{diag}(e,-e)$. The potential splits into an even part $a$, with blocks $a^+$ and $a^-$, and an odd part whose upper-right block is $o$.

**First decoupling step.** Apply $e^{\lambda W_1}He^{-\lambda W_1}$ with an odd, antihermitian $W_1$. At first order the odd part vanishes if $[W_1,h]=-O_1$, where $O_1$ is the full odd part. The upper-right block of $W_1$ is therefore

$$w(\mathbf p,\mathbf q)=\frac{o(\mathbf p,\mathbf q)}{e_p+e_q},$$

and the lower-left block is $-w^\dagger$. The denominator is at least 2: no small atomic energy difference occurs in the decoupling.

At second order the even terms are $[W_1,O_1]+\tfrac12[W_1,[W_1,h]]$. Inserting $[W_1,h]=-O_1$ gives

$$\varepsilon_2=\tfrac12[W_1,O_1].$$

The remaining odd term is $O_2=[W_1,a]$. A second generator $W_2$, with $[W_2,h]=-O_2$, removes it. At third order the even part is

$$\varepsilon_3=\tfrac12[W_1,[W_1,a]]\;\to\; w a^-w^\dagger-\tfrac12\left(ww^\dagger a^++a^+ww^\dagger\right),\tag{2}$$

where the arrow selects the positive-energy block. $W_2$ adds nothing here, since $[W_2,a]$ is odd. At fourth order the first step leaves

$$\tfrac16[W_1,[W_1,[W_1,O_1]]]-\tfrac1{24}[W_1,[W_1,[W_1,O_1]]],$$

the second term coming from four commutators with $h$. The second step adds $[W_2,O_2]-\tfrac12[W_2,O_2]$. Hence

$$\varepsilon_4=\tfrac18[W_1,[W_1,[W_1,O_1]]]+\tfrac12[W_2,O_2].\tag{3}$$

DKH1, DKH2 and DKH3 first omit $\varepsilon_2$, $\varepsilon_3$ and $\varepsilon_4$ respectively.

**The error as a matrix element.** Let $H_+$ be the decoupled positive-energy Hamiltonian and $H_n$ its truncation, with eigenpairs $(E,\psi)$ and $(E_n,\psi_n)$. Letting $H_+$ act to the right and $H_n$ to the left gives

$$E-E_n=\frac{\langle\psi_n|H_+-H_n|\psi\rangle}{\langle\psi_n|\psi\rangle}
=\frac{\langle\psi_n|\lambda^{n+1}\varepsilon_{n+1}+\dots|\psi\rangle}{\langle\psi_n|\psi\rangle}.\tag{4}$$

This is an identity, not first-order perturbation theory. Its left side is $-\delta_n$.

## 3. Matching at the Compton length

The atom has size $1/\lambda$, while $\varepsilon_{n+1}$ acts over distances of order 1. Suppose for the moment that this short region dominates (4). There the wavefunction is nearly constant, with

$$|\psi(0)|^2=\frac{\lambda^3}{\pi\nu^3}.$$

In momentum space $\varphi(\mathbf p)$ is concentrated at $p\sim\lambda$, where $\varepsilon_{n+1}(\mathbf p,\mathbf p')$ may be replaced by its value at zero momentum. With plane waves $e^{i\mathbf p\cdot\mathbf r}$ defining this element,

$$\langle\psi|\varepsilon_{n+1}|\psi\rangle\simeq\frac{G_{n+1}}{(2\pi)^3}\left|\int d^3p\,\varphi\right|^2=G_{n+1}|\psi(0)|^2,$$

because $\int d^3p\,\varphi=(2\pi)^{3/2}\psi(0)$. Therefore

$$E-E_n\simeq\lambda^{n+1}\,\frac{\lambda^3}{\pi\nu^3}\,G_{n+1}.$$

Multiplying by $c^2$ to return to hartree turns $\lambda^{n+4}$ into $Z^{n+4}/c^{n+2}$, which is (1). The powers have a direct reading. At $r\sim1/c$ the potential is $V\sim Zc$, so $V/c^2\sim Z/c$. The omitted energy is $c^2(Z/c)^{n+1}$, and the probability of finding the electron in this region is $Z^3/c^3$.

The components of $\varphi$ at $q\sim1$ do not spoil the leading term. They follow from $(e-1)\varphi\sim\lambda\psi(0)/q^2$, and so are smaller by one power of $\lambda$. The term $\varepsilon_{n+2}$ also costs one more power.

**Does the short region dominate?** Consider first small distances, $r\ll1$. The mass becomes negligible and $\lambda$ is dimensionless, so $\lambda^k\varepsilon_k$ must scale as $\lambda^k/r$. Its integral behaves as $\int r^2dr/r$, which converges at the origin.

At large distances, $r\gg1$, the momenta are small, so $R\simeq\boldsymbol\sigma\cdot\mathbf q/2$ and $A\simeq1$. Between $u_p$ and $w_q$ the potential gives

$$o\simeq\tfrac12\,v(\mathbf p-\mathbf q)\,\boldsymbol\sigma\cdot(\mathbf p-\mathbf q),$$

which is the operator $\tfrac12[\boldsymbol\sigma\cdot\mathbf p,v]=-\tfrac i2\boldsymbol\sigma\cdot\nabla v$. Each denominator is about 2, and $(\boldsymbol\sigma\cdot\nabla v)^2=(\nabla v)^2$, so

$$\varepsilon_2\simeq\frac{oo^\dagger}{2}=\frac{(\nabla v)^2}{8}=\frac1{8r^4}.\tag{5}$$

For an s state the integral $\int r^2dr/r^4$ is governed by its lower end, where (5) gives way to the full $\varepsilon_2$ at $r\sim1$.

In (2) the same limit gives $a^\pm\simeq v$ and a local $w\simeq-\tfrac i4\boldsymbol\sigma\cdot\nabla v$. Everything commutes and the terms cancel. This agrees with a general requirement: a constant added to $v$ commutes with every generator, so it cannot change $\varepsilon_k$ for $k\ge2$. The surviving part of $\varepsilon_3$ has two further powers of momentum. Acting on the potential, they make it fall as $r^{-7}$. In (3) the first term gives $(\nabla v)^4\sim r^{-8}$, and the second falls faster still. The short region therefore dominates more strongly for $n=2$ and 3 than for $n=1$.

For larger $n$ the power counting gives the same exponent, provided that $G_{n+1}$ is finite and not zero. The coefficients are computed here only for $n\le3$.

## 4. The coefficient for n = 1

At zero external momentum $u_0=(\chi,0)$, hence $o(0,\mathbf q)=-v(\mathbf q)AR$, with $v(\mathbf q)=-4\pi/q^2$. The upper block of $\tfrac12[W_1,O_1]$ is

$$\varepsilon_2(\mathbf p,\mathbf p')=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,o(\mathbf p,\mathbf q)\,o^\dagger(\mathbf q,\mathbf p')\left[\frac1{e_p+e_q}+\frac1{e_{p'}+e_q}\right].$$

At $\mathbf p=\mathbf p'=0$ the bracket is $2/(1+e)$. Moreover

$$A^2R^2=\frac{e+1}{2e}\,\frac{e-1}{e+1}=\frac{e-1}{2e}.$$

So

$$G_2=\int\!\frac{d^3q}{(2\pi)^3}\frac{16\pi^2}{q^4}\frac{e-1}{2e(e+1)}
=4\int_0^\infty\!\frac{dq}{q^2}\frac{e-1}{e(e+1)}.$$

The angular integral gave $4\pi$, and $4\pi\cdot16\pi^2/(8\pi^3)=8$; the factor $\tfrac12$ leaves 4. Replace $q^2$ by $(e-1)(e+1)$ and set $q=\sinh t$, so that $dq=e\,dt$:

$$G_2=4\int_0^\infty\frac{dq}{e(e+1)^2}=4\int_0^\infty\frac{dt}{(1+\cosh t)^2}.$$

With $1+\cosh t=2\cosh^2(t/2)$ and $s=t/2$,

$$G_2=2\int_0^\infty\frac{ds}{\cosh^4s}=2\left[\tanh s-\tfrac13\tanh^3s\right]_0^\infty=\frac43 .$$

Consequently

$$\delta_1\simeq-\frac{4}{3\pi\nu^3}\frac{Z^5}{c^3}.\tag{6}$$

The sign has a simple origin. Coupling to the negative-energy states lying below pushes a positive-energy level up. DKH1 omits this push, so its level lies too low.

## 5. The first correction for n = 1

Near the nucleus every s density has the nonrelativistic cusp

$$|\psi(r)|^2\simeq\frac{\lambda^3}{\pi\nu^3}(1-2\lambda r).$$

The constant term, combined with (5), contributes to the leading result. The linear term gives, between the Compton length and the atomic radius,

$$\int_1^{1/\lambda}4\pi r^2dr\;\frac{\lambda^3}{\pi\nu^3}(-2\lambda r)\frac{\lambda^2}{8r^4}
=-\frac{\lambda^6}{\nu^3}\int_1^{1/\lambda}\frac{dr}{r}
=-\frac{\lambda^6}{\nu^3}\ln\frac1\lambda .$$

The limits are known only up to factors of order one, which changes the constant but not the coefficient of the logarithm. Other contributions of order $\lambda^6$ are constants. Higher powers of $\lambda r$ in the density are dominated at the atomic radius. The changes of $\psi$ at $r\sim1$, and the leading part of $\varepsilon_3$, come from the Compton region. Since $\delta_1$ has the opposite sign to (4), for 1s

$$\delta_1=-\frac4{3\pi}\frac{Z^5}{c^3}+\frac{Z^6}{c^4}\left(\ln\frac cZ+K\right)+\dots\tag{7}$$

For $n=2$ and 3 the tails found above fall too fast for the cusp to produce a logarithm at this relative order. The first correction there is expected to be simply proportional to $\lambda$.

**Where the s-level law fails.** For $l\ge1$ the density vanishes as $r^{2l}$, and the integral over (5) is no longer dominated at the Compton length. For 2p the radial density factor is $Z^5r^2e^{-Zr}/24$ in atomic units, so

$$\langle r^{-4}\rangle=\frac{Z^5}{24}\int_0^\infty e^{-Zr}dr=\frac{Z^4}{24}.$$

In these units (5) reads $Z^2/(8c^4r^4)$, and hence $\delta_1(2p)\simeq-Z^6/(192c^4)$. This comes from the atomic region and is one power of $Z/c$ smaller than for s levels.

## 6. Numbers for n = 1, 2 and 3

The remaining coefficients were computed in radial momentum space. With $u(p)=p\varphi(p)$, the Coulomb kernel is $-(\lambda/\pi)Q_l$, where $Q_l$ is the Legendre function of the second kind with argument $(p^2+q^2)/(2pq)$. The upper spinor component has $l=0$ and the lower has $l=1$. A logarithmic grid of 390 momenta from $10^{-6}c$ to about $10^5c$ was used, with quadrature weights adapted to the logarithmic singularity at $p=q$. The DKH terms then are matrices built from the commutators above. An isotropic kernel with zero-momentum value $G_k$ has the radial form $4\pi p^2G_k/(2\pi)^3$, so

$$G_k=\lim_{p\to0}\frac{2\pi^2}{p^2}\,\varepsilon_k^{\rm radial}(p,p).$$

The lowest grid momentum gives

$$G_2=1.3333,\qquad G_3=-0.10283,\qquad G_4=0.02520 .$$

If the intermediate momenta are restricted to the range $0.01c$ to $100c$, the three numbers become 0.99, 1.03 and 0.99 times their full values. Momenta within two decades of $c$ thus supply almost all of each coefficient. Dividing by $-\pi$ gives the 1s laws

$$\delta_1\simeq-0.4244\frac{Z^5}{c^3},\quad
\delta_2\simeq0.03273\frac{Z^6}{c^4},\quad
\delta_3\simeq-0.00802\frac{Z^7}{c^5}.$$

The level errors themselves were obtained from bound-state eigenvectors through (4). Direct subtraction of energies would lose the tiny errors at small $\lambda$ in rounding. The seventh-order Hamiltonian served as $H_+$. At $\lambda=0.2$ the truncation at seventh order lowers the 1s energy by about $2\times10^{-11}c^2$, whereas $\delta_3$ is $-6\times10^{-8}c^2$; measured against the Dirac energy itself, the last entry of the table below becomes −0.004574. The reduced 1s errors $\delta_n/(c^2\lambda^{n+4})$ are:

| $\lambda$ | $n=1$ | $n=2$ | $n=3$ |
|---|---|---|---|
| 0.0005 | −0.42092 | 0.032676 | −0.008008 |
| 0.001 | −0.41813 | 0.032622 | −0.007994 |
| 0.01 | −0.38460 | 0.031673 | −0.007755 |
| 0.1 | −0.24749 | 0.024518 | −0.005910 |
| 0.2 | −0.18448 | 0.019539 | −0.004572 |

A pure power law would make each column constant. Between the first two rows the exponents of $\lambda$ are 4.990, 5.998 and 6.998, close to 5, 6 and 7. At $\lambda=0.0005$ the 2s error is 0.125 times the 1s error for all three orders, as the factor $\nu^{-3}$ requires.

The approach to the limits shows the different corrections. For $n=2$ the distance from 0.032731 is 0.000055 in the first row and 0.000109 in the second: it doubles with $\lambda$. For $n=3$ the distances from −0.008022 are 0.000014 and 0.000028. For $n=1$ they are 0.00349 and 0.00628, a ratio of 1.80. Dividing these last distances by $\lambda$ gives 6.98 and 6.28. According to (7) they should differ by $\ln2=0.693$; the unrounded data give a logarithmic coefficient of 1.001. Subtracting $\ln2000=7.60$ from 6.98 yields $K\simeq-0.62$.

This constant can be used at a point from which it was not taken. At $\lambda=0.01$, equation (7) predicts

$$-0.4244+0.01\,(4.605-0.62)=-0.3846,$$

in agreement with the table. At $\lambda=0.1$ it gives $-0.4244+0.1(2.303-0.62)=-0.256$, against −0.247. At $\lambda=0.2$ it gives −0.227, against −0.184. The last value is too large in magnitude by 23 percent of the computed one, yet it is much closer than the leading term alone, −0.424. The first correction is thus accurate at small $\lambda$ and only a rough guide at $\lambda=0.2$.

The asymptotic exponent should therefore not be read from errors of moderately heavy ions. Between $\lambda=0.1$ and 0.2, which means $Z\simeq14$ to 27, the reduced errors shrink by factors of 0.745, 0.797 and 0.774. Adding the base-two logarithms of these factors to $n+4$ gives apparent exponents of 4.58, 5.67 and 6.63.

## 7. Hafnium again

For Hf⁷¹⁺, $Z=72$, $c=137.036$ and $\lambda=0.5254$. The Dirac energy is

$$E=c^2\left(\sqrt{1-\lambda^2}-1\right)=-2800.88\ \text{hartree}\simeq-76.2\ \text{keV}.$$

The DKH1, DKH2 and DKH3 energies on the momentum grid are −2892.29, −2795.98 and −2801.37 hartree. The leading estimate for DKH1 uses $Z^5/c^3=752$ hartree, and so is $-0.4244\times752=-319$ hartree. The three orders compare as follows, in hartree:

| Order | Error | Leading estimate | Error/estimate |
|---|---|---|---|
| DKH1 | −91.41 | −319.1 | 0.29 |
| DKH2 | 4.90 | 12.93 | 0.38 |
| DKH3 | −0.494 | −1.665 | 0.30 |

The estimates have the right signs and the right order of magnitude, but are too large by factors of 2.6 to 3.5. The logarithmic correction does not repair this. At this $\lambda$, $\ln(1/\lambda)=0.64$ nearly cancels $K=-0.62$, so (7) still gives about −310 hartree for DKH1. Higher powers of $\lambda$ carry the difference.

The ratios of successive errors are described better, because the three reduction factors are similar. From (1),

$$\left|\frac{\delta_n}{\delta_{n+1}}\right|\simeq\left|\frac{G_{n+1}}{G_{n+2}}\right|\frac1\lambda .$$

For the first step this is $12.97\times1.90=24.7$, where the computed errors give 18.7. For the second it is $4.08\times1.90=7.8$, where they give 9.9. In the leading estimate, then, most of the gain seen at the start comes from the decrease of the zero-momentum coefficients and only a factor of 1.9 per order from $Z/c$. The alternating signs of the errors likewise follow those of $G_2$, $G_3$ and $G_4$. These large gains belong to the first two steps only: with exponential steps the DKH4 and DKH5 errors for this ion are +0.218 and −0.104 hartree, further gains of only 2.3 and 2.1.
